# Electron Sheet Density at a Head-to-Head Ferroelectric Wall: test program

```python
"""Electrons needed to compensate a head-to-head ferroelectric wall.

Result under test: sheet density = 2 P / e, for polarization P on each side
pointing along the wall normal towards the wall, with zero field in the domains.
Symbols: P0 spontaneous polarization, chi susceptibility at P0, p local
polarization divided by P0, F field opposing p, mu local Fermi energy above
the conduction-band edge, barrier_eV band-edge height at the electrode.
The equilibrium model joins a fourth-order Landau energy to a semiclassical
zero-temperature electron gas. The number of electrons is not imposed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq

e, eps0, hbar, me, kB = (const.e, const.epsilon_0, const.hbar,
                         const.m_e, const.k)
P0 = 0.26                # C/m2
chi = 100.0              # rough susceptibility along the polar axis
cell = 0.4e-9            # m, rough lattice cell edge
barrier_eV = 3.0         # rough, of the order of the band gap
length_nm = 1000.0       # wall to electrode
temperature = 300.0      # K
gradient_coeff = 1e-10   # J m3/C2, rough
pyro = 2e-4              # C/(m2 K), rough size of the fall of P with T
stiffness = 1 / (2 * eps0 * chi)
ideal = 2 * P0 / e


# Bound charge from displaced lattice charges, seen through a smooth window.
def lattice_wall_charge():
    centres = (np.arange(-1000, 1000) + 0.5) * cell
    ion_charge = 2 * e
    shift = P0 * cell**3 / ion_charge
    direction = -np.sign(centres)

    def window(x):
        return np.exp(-(x / 20e-9)**2)

    plus = window(centres + direction * shift / 2)
    minus = window(centres - direction * shift / 2)
    return ion_charge * np.sum(plus - minus) / cell**2


lattice_charge = lattice_wall_charge()
assert abs(lattice_charge / (2 * P0) - 1) < 1e-3


# Bound charge per wall area from the divergence of a two-dimensional field.
def divergence_wall_charge(P_left, P_right, normal_angle):
    x = np.linspace(-30, 30, 1201)
    y = np.linspace(-10, 10, 401)
    X, Y = np.meshgrid(x, y, indexing="ij")
    across = X * np.cos(normal_angle) + Y * np.sin(normal_angle)
    step = (1 + np.tanh(across)) / 2
    Px = P_left[0] + (P_right[0] - P_left[0]) * step
    Py = P_left[1] + (P_right[1] - P_left[1]) * step
    divergence = (np.gradient(Px, x, axis=0, edge_order=2)
                  + np.gradient(Py, y, axis=1, edge_order=2))
    charge = -trapezoid(trapezoid(divergence, y, axis=1), x)
    wall_length = 20 / np.cos(normal_angle)
    return charge / wall_length


tilt = np.radians(30)
tilted_charge = divergence_wall_charge((P0, 0), (-P0, 0), tilt)
r = P0 / np.sqrt(2)
right_angle_charge = divergence_wall_charge((r, r), (-r, r), 0.0)
assert abs(tilted_charge / (2 * P0 * np.cos(tilt)) - 1) < 1e-3
assert abs(right_angle_charge / (np.sqrt(2) * P0) - 1) < 1e-3


def opposing_field(p):
    return stiffness * P0 * p * (1 - p**2)


# Landau curve: susceptibility at P0 and largest opposing field.
dp = 1e-5
slope = (opposing_field(1 - dp) - opposing_field(1 + dp)) / (2 * dp * P0)
assert abs(1 / (slope * eps0 * chi) - 1) < 1e-6
field_limit = P0 / (3 * np.sqrt(3) * eps0 * chi)
sampled_limit = np.max(opposing_field(np.linspace(0, 1, 20001)))
assert abs(sampled_limit / field_limit - 1) < 1e-6


def electron_density(mu_eV, mass):
    mu = max(mu_eV, 0.0) * e
    return (2 * mass * me * mu)**1.5 / (3 * np.pi**2 * hbar**3)


# Count plane-wave states in a periodic box, two spins per state.
box = 50e-9
radius = 30.5
k_top = 2 * np.pi * radius / box
mu_test = (hbar * k_top)**2 / (2 * me) / e
i = np.arange(-31, 32)
squares = i[:, None, None]**2 + i[None, :, None]**2 + i[None, None, :]**2
counted = 2 * np.count_nonzero(squares <= radius**2) / box**3
assert abs(electron_density(mu_test, 1.0) / counted - 1) < 0.01


# Integrate from the outer edge of the electron layer to the wall centre.
def electron_layer(F_edge, mass):
    p_edge = brentq(lambda p: opposing_field(p) - F_edge, 1 / np.sqrt(3), 1)

    def rates(s_nm, state):
        p, mu_eV, sheet = state
        n = electron_density(mu_eV, mass)
        dD_dp = P0 * (1 - eps0 * stiffness * (1 - 3 * p**2))
        return [-e * n * 1e-9 / dD_dp, opposing_field(p) * 1e-9, n * 1e-27]

    def centre(s_nm, state):
        return state[0]

    centre.terminal = True
    centre.direction = -1
    out = solve_ivp(rates, (0, 3000), [p_edge, 0.0, 0.0], method="DOP853",
                    rtol=1e-9, atol=1e-12, events=centre, dense_output=True)
    assert out.success and len(out.t_events[0]) == 1
    return out


def equilibrium_wall(domain_nm, mass):
    drop = barrier_eV * 1e9   # V/m when divided by a length in nm

    def misfit(F_edge):
        return electron_layer(F_edge, mass).t[-1] + drop / F_edge - domain_nm

    F = brentq(misfit, drop / domain_nm, 1.5 * drop / domain_nm, rtol=1e-10)
    out = electron_layer(F, mass)
    s = np.linspace(0, out.t[-1], 5001)
    sheet = out.sol(s)[2]
    width = 2 * (s[-1] - np.interp(0.1 * sheet[-1], sheet, s))
    mu0 = out.y[1, -1]
    return {"field": F, "count": 2 * out.y[2, -1] * 1e18, "mu": mu0,
            "peak": electron_density(mu0, mass), "width": width}


def predicted_deficit(domain_nm):
    return 2 * eps0 * (1 + chi) * barrier_eV / (e * domain_nm * 1e-9)


base = equilibrium_wall(length_nm, 1.0)
long = equilibrium_wall(10 * length_nm, 1.0)
heavy = equilibrium_wall(length_nm, 3.0)
# The estimate drops layer thickness / domain length and Landau curvature,
# together a few percent of the deficit.
for wall, size in ((base, length_nm), (long, 10 * length_nm),
                   (heavy, length_nm)):
    assert abs((ideal - wall["count"]) / predicted_deficit(size) - 1) < 0.08
assert abs(heavy["count"] / base["count"] - 1) < 2e-3
assert heavy["width"] < 0.9 * base["width"]

# Electron pressure at the centre balances the Landau energy barrier.
barrier_density = P0**2 / (8 * eps0 * chi)
for wall in (base, long, heavy):
    pressure = 0.4 * wall["peak"] * wall["mu"] * e
    assert abs(pressure / barrier_density - 1) < 0.01

# Tunnelling from the electrode through the triangular barrier of the domain.
barrier_length = barrier_eV / base["field"]


def decay_rate(fraction):
    height = barrier_eV * e * (1 - fraction)
    return 2 * np.sqrt(2 * me * height) / hbar * barrier_length


tunnel_exponent = quad(decay_rate, 0, 1)[0]
tunnel_formula = (4 * np.sqrt(2 * me) * (barrier_eV * e)**1.5
                  / (3 * e * hbar * base["field"]))
assert abs(tunnel_exponent / tunnel_formula - 1) < 1e-6

fermi_wavelength = 2 * np.pi / (3 * np.pi**2 * base["peak"])**(1 / 3)
gradient_energy = 0.5 * gradient_coeff * (e * base["peak"])**2
thermal_eV = kB * temperature / e


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}")


show("Polarization on each side", P0 * 100, "uC/cm2")
show("Same polarization in SI", P0, "C/m2")
show("Elementary charge", e, "C", ".6e")
show("Bound wall charge 2P", 2 * P0 * 100, "uC/cm2")
show("Bound charge from lattice sum", lattice_charge * 100, "uC/cm2", ".3f")
show("IDEAL ELECTRON SHEET DENSITY", ideal / 1e4, "cm^-2", ".3e")
show("Same density in SI", ideal, "m^-2", ".3e")
show("Cell edge (rough)", cell * 1e9, "nm")
show("Electrons per cell area", ideal * cell**2, "(number)", ".3f")
show("Tilt of wall normal from P", np.degrees(tilt), "degrees")
show("Density for tilted 180-degree wall", tilted_charge / e / 1e4,
     "cm^-2", ".3e")
show("Density for 90-degree head-to-head wall",
     right_angle_charge / e / 1e4, "cm^-2", ".3e")
show("Susceptibility (rough)", chi, "(number)")
show("Bare-wall field for rigid P", P0 / eps0 / 1e8, "MV/cm")
show("Largest opposing field in Landau model", field_limit / 1e8,
     "MV/cm", ".3f")
show("Band-edge height at electrode (rough)", barrier_eV, "eV")
show("Domain length", length_nm, "nm")
show("Residual domain field", base["field"] / 1e8, "MV/cm", ".4f")
show("Equilibrium electron density", base["count"] / 1e4, "cm^-2", ".4e")
show("Missing share, computed", 100 * (1 - base["count"] / ideal),
     "percent", ".3f")
show("Missing share, estimate", 100 * predicted_deficit(length_nm) / ideal,
     "percent", ".3f")
show("Longer domain length", 10 * length_nm, "nm", ".0f")
show("Missing share, longer domain", 100 * (1 - long["count"] / ideal),
     "percent", ".3f")
show("Landau energy barrier", barrier_density / 1e6, "J/cm3", ".3f")
show("Effective mass / free mass", 1.0, "(number)", ".1f")
show("Peak electron density", base["peak"] / 1e6, "cm^-3", ".3e")
show("Fermi energy at wall centre", base["mu"], "eV", ".3f")
show("Width holding 90 percent of electrons", base["width"], "nm", ".2f")
show("Heavier mass / free mass", 3.0, "(number)", ".1f")
show("Width with heavier mass", heavy["width"], "nm", ".2f")
show("Peak density with heavier mass", heavy["peak"] / 1e6, "cm^-3", ".3e")
show("Count change with heavier mass",
     100 * (heavy["count"] / base["count"] - 1), "percent", ".3f")
show("Temperature", temperature, "K")
show("Thermal energy / central Fermi energy", thermal_eV / base["mu"],
     "(number)", ".3f")
show("Fermi wavelength at centre", fermi_wavelength * 1e9, "nm", ".2f")
show("Gradient coefficient (rough)", gradient_coeff, "J m3/C2", ".1e")
show("Gradient energy / Landau barrier", gradient_energy / barrier_density,
     "(number)", ".3f")
show("Fall of P per kelvin (rough)", pyro * 100, "uC/(cm2 K)", ".3f")
show("Density fall for 10 K warming", 100 * 10 * pyro / P0, "percent", ".2f")
show("Tunnelling exponent through domain", tunnel_exponent,
     "(number)", ".3e")
print("PASS")
```

It prints:

```
Polarization on each side: 26 uC/cm2
Same polarization in SI: 0.26 C/m2
Elementary charge: 1.602177e-19 C
Bound wall charge 2P: 52 uC/cm2
Bound charge from lattice sum: 52.002 uC/cm2
IDEAL ELECTRON SHEET DENSITY: 3.246e+14 cm^-2
Same density in SI: 3.246e+18 m^-2
Cell edge (rough): 0.4 nm
Electrons per cell area: 0.519 (number)
Tilt of wall normal from P: 30 degrees
Density for tilted 180-degree wall: 2.811e+14 cm^-2
Density for 90-degree head-to-head wall: 2.295e+14 cm^-2
Susceptibility (rough): 100 (number)
Bare-wall field for rigid P: 293.6 MV/cm
Largest opposing field in Landau model: 0.565 MV/cm
Band-edge height at electrode (rough): 3 eV
Domain length: 1000 nm
Residual domain field: 0.0304 MV/cm
Equilibrium electron density: 3.2111e+14 cm^-2
Missing share, computed: 1.062 percent
Missing share, estimate: 1.032 percent
Longer domain length: 10000 nm
Missing share, longer domain: 0.104 percent
Landau energy barrier: 9.544 J/cm3
Effective mass / free mass: 1.0 (number)
Peak electron density: 5.842e+20 cm^-3
Fermi energy at wall centre: 0.255 eV
Width holding 90 percent of electrons: 8.95 nm
Heavier mass / free mass: 3.0 (number)
Width with heavier mass: 4.63 nm
Peak density with heavier mass: 1.129e+21 cm^-3
Count change with heavier mass: 0.007 percent
Temperature: 300 K
Thermal energy / central Fermi energy: 0.101 (number)
Fermi wavelength at centre: 2.43 nm
Gradient coefficient (rough): 1.0e-10 J m3/C2
Gradient energy / Landau barrier: 0.046 (number)
Fall of P per kelvin (rough): 0.020 uC/(cm2 K)
Density fall for 10 K warming: 0.77 percent
Tunnelling exponent through domain: 1.168e+04 (number)
PASS
```
